# Recursive Permittivity and Debye Relaxations of Multishell Lossy Spheres

An electric field induces a dipole in a coated particle of radius 47.5 µm in oil. The loss of this dipole has three peaks, at 0.65, 14 and 1010 Hz. Make the outer coat ten times more conducting, with everything else fixed, and two peaks remain, at 10 and 1010 Hz. Yet the dipole still contains three relaxations. To see why, we need a way to calculate the dipole and a way to count its relaxations that does not rely on counting peaks.

## One interface

Let every region have a constant permittivity $\varepsilon>0$ and conductivity $\sigma>0$. The applied field $E_0$ is uniform, weak and slow enough for electrostatics, and varies as $e^{st}$, with $s=i\omega$ for an oscillation. Diffusion and surface conduction are left out.

The conduction current is $\sigma E$ and the displacement current is $s\varepsilon E$. Their sum is $s\kappa E$, where

$$\kappa=\varepsilon+\frac{\sigma}{s}.$$

Charge conservation makes the normal component of this total current continuous at an interface. The potential is continuous too. A lossy problem is therefore an electrostatic problem with $\kappa$ in place of $\varepsilon$.

Take a homogeneous sphere of radius $a$ and material 1 in medium 2. Inside, $\phi=Fr\cos\theta$; outside, $\phi=(Ar+B/r^2)\cos\theta$. The two conditions at $r=a$ are

$$F=A+\frac{B}{a^3},\qquad \kappa_1F=\kappa_2\left(A-\frac{2B}{a^3}\right).$$

Insert the first into the second and collect $B$:

$$\frac{B}{a^3}(\kappa_1+2\kappa_2)=-A(\kappa_1-\kappa_2).$$

The applied field fixes $A=-E_0$, so $B=Ka^3E_0$ with

$$K=\frac{\kappa_1-\kappa_2}{\kappa_1+2\kappa_2}
=\frac{s(\varepsilon_1-\varepsilon_2)+\sigma_1-\sigma_2}{s(\varepsilon_1+2\varepsilon_2)+\sigma_1+2\sigma_2}.$$

We define the dipole $p$ by writing the outside term as $p\cos\theta/(4\pi\varepsilon_2r^2)$, with the real permittivity of the medium. Thus $p=4\pi\varepsilon_2a^3KE_0$.

The denominator is linear in $s$, so there is at most one pole, at $s=-\lambda$ with $\lambda=(\sigma_1+2\sigma_2)/(\varepsilon_1+2\varepsilon_2)$. A pole of this kind is a Debye term, $\Delta K/(1+s/\lambda)$, with relaxation time $1/\lambda$. It disappears if $\sigma_1/\varepsilon_1=\sigma_2/\varepsilon_2$: then $\kappa_1/\kappa_2$ is a real constant, and so is $K$. The two materials may differ in both $\varepsilon$ and $\sigma$ and still give no relaxation. What must differ is the bulk rate $\sigma/\varepsilon$.

## Adding a shell

Now let a sphere of radius $a$ and permittivity $X$ carry a shell of permittivity $\kappa$ and outer radius $b$. The interface at $a$ is the problem just solved, so in the shell

$$\frac{B}{A}=-a^3\beta,\qquad \beta=\frac{X-\kappa}{X+2\kappa}.$$

The outside world sees only the ratio of normal current to potential at $r=b$. A homogeneous sphere of permittivity $Y$ has the same ratio if

$$Y=\kappa\frac{A-2B/b^3}{A+B/b^3}=\kappa\frac{1+2\gamma\beta}{1-\gamma\beta},\qquad \gamma=\frac{a^3}{b^3}.$$

Multiply numerator and denominator by $X+2\kappa$, and write $t=1-\gamma$ for the shell's share of the volume:

$$Y=\kappa\,\frac{(3-2t)X+2t\kappa}{tX+(3-t)\kappa}.\tag{1}$$

If $t\to0$ at fixed $\kappa$, then $Y\to X$. If $t=1$, the core has vanished and $Y=\kappa$.

Try this with radii 1 and 2, so $t=7/8$. Measure $\varepsilon$ in units of $\varepsilon_0$ and $\sigma$ in units of $\varepsilon_0$ per second. Let $(\varepsilon,\sigma)$ be $(2,11)$ in the core, $(5,1)$ in the shell and $(3,6)$ in the medium. Multiplying both parts of the fraction in (1) by 8 gives

$$Y=\kappa_2\frac{10\kappa_1+14\kappa_2}{7\kappa_1+17\kappa_2}
=\frac{(5s+1)(90s+124)}{s(99s+94)}.$$

The denominator of $K=(Y-\kappa_3)/(Y+2\kappa_3)$, multiplied by $s(99s+94)$, is

$$(5s+1)(90s+124)+(6s+12)(99s+94)=1044s^2+2462s+1252.$$

The numerator becomes

$$(5s+1)(90s+124)-(3s+6)(99s+94)=153s^2-166s-440.$$

The quadratic formula puts the poles at $s\approx-0.74$ and $-1.62$ per second. Neither is a root of the numerator, so two interfaces have given two relaxations.

Replace the shell by $(6,33)$, three times the core in both properties. Now $\kappa_2=3\kappa_1$ and

$$Y=3\kappa_1\frac{10+42}{7+51}=\frac{78}{29}\kappa_1.$$

The layered sphere behaves as a homogeneous one with the core's bulk rate. One interface no longer contributes, and one relaxation is left.

## The routine

For $N$ layers, number the core 1, the outermost layer $N$ and the medium $N+1$, with outer radii $a_1<\dots<a_N$. Equation (1) can be applied repeatedly, because each equivalent sphere serves as the core for the next shell:

```
effective(radii, kappa):
    if there is one layer: return its kappa
    X = effective(all layers but the last)
    a, b = last two radii;  k = last kappa
    t = (b-a)*(a*a + a*b + b*b)/b**3
    return k*((3-2*t)*X + 2*t*k)/(t*X + (3-t)*k)
```

With the result $X_N$,

$$K=\frac{X_N-\kappa_{N+1}}{X_N+2\kappa_{N+1}}.\tag{2}$$

The factored form of $t$ avoids subtracting two nearly equal cubes when a shell is thin. The cost grows linearly with the number of layers.

No denominator vanishes at a real frequency $\omega\neq0$. To see this, multiply $\nabla\cdot(\kappa\nabla\phi)=0$ by $\phi^*$ and integrate over the sphere. The surface term is $X_N$ times a positive number, and it equals $\int\kappa|\nabla\phi|^2dV$. Since every $\kappa$ has a positive real part, so has $X_N$. The same holds at each stage, and the denominators in (1) and (2) are sums of such quantities with positive weights.

At zero frequency $\kappa$ diverges, but multiplying all the $\kappa$ by one factor leaves $K$ unchanged. Multiply by $s$ and let $s\to0$: the routine then takes the conductivities as input. At high frequency it takes the permittivities.

## Counting relaxations in general

The recursion gives $K$ at any frequency but hides the structure of its poles. For that, take as unknowns the potentials $\phi_j$ at the interfaces, where $\phi(a_j)=\phi_j\cos\theta$.

In a shell between $a$ and $b$, with $D=b^3-a^3$, the conditions $Aa+B/a^2=\phi_a$ and $Ab+B/b^2=\phi_b$ give

$$A=\frac{b^2\phi_b-a^2\phi_a}{D},\qquad B=\frac{a^2b^2(b\phi_a-a\phi_b)}{D}.$$

Let $\phi'$ be the radial derivative without its factor $\cos\theta$. From $r^2\phi'=Ar^2-2B/r$,

$$b^2\phi'(b)=\frac{(b^4+2a^3b)\phi_b-3a^2b^2\phi_a}{D},$$
$$-a^2\phi'(a)=\frac{(a^4+2ab^3)\phi_a-3a^2b^2\phi_b}{D}.$$

These coefficients form a symmetric $2\times2$ matrix. Without the factor $1/D$, its determinant is

$$ab\left[(b^3+2a^3)(a^3+2b^3)-9a^3b^3\right]=2ab(b^3-a^3)^2>0.$$

Its diagonal is positive as well, so the matrix is positive definite.

The core has $\phi=\phi_1(r/a_1)\cos\theta$, hence $a_1^2\phi'=a_1\phi_1$. In the medium $B=a_N^2(\phi_N+E_0a_N)$, so just outside the sphere

$$\phi'=-E_0-\frac{2B}{a_N^3}=-3E_0-\frac{2\phi_N}{a_N}.$$

Continuity of current at interface $j$ reads $a_j^2[\kappa_j\phi'(a_j^-)-\kappa_{j+1}\phi'(a_j^+)]=0$. Collecting these $N$ equations gives a symmetric matrix that is linear in the $\kappa_j$. Let $C$ be this matrix with $\varepsilon_j$ in place of $\kappa_j$, and $G$ the same with $\sigma_j$. After multiplication by $s$,

$$(sC+G)\boldsymbol\phi=-3a_N^2E_0(s\varepsilon_{N+1}+\sigma_{N+1})\mathbf e_N.\tag{3}$$

The vector $\mathbf e_N$ has a 1 in its last place: the applied field enters at the outer interface. This is a network of $N$ nodes joined by leaky capacitors.

Both matrices are positive definite. We can therefore find $N$ real vectors with

$$G\mathbf v_k=\lambda_kC\mathbf v_k,\qquad \mathbf v_k^TC\mathbf v_l=\delta_{kl},\qquad\lambda_k>0.$$

Put $\boldsymbol\phi=\sum_kc_k\mathbf v_k$ into (3) and multiply from the left by $\mathbf v_k^T$:

$$(s+\lambda_k)c_k=-3a_N^2E_0(s\varepsilon_{N+1}+\sigma_{N+1})v_{kN}.$$

Here $v_{kN}$ is the last component of $\mathbf v_k$. The expression for $B$ gives $K=B/(a_N^3E_0)=1+\phi_N/(a_NE_0)$, so

$$K=1-3a_N\sum_kv_{kN}^2\frac{s\varepsilon_{N+1}+\sigma_{N+1}}{s+\lambda_k}.$$

Write $s\varepsilon_{N+1}=(s+\lambda_k)\varepsilon_{N+1}-\lambda_k\varepsilon_{N+1}$ in each numerator to separate the constant part:

$$K=K_\infty+\sum_{k=1}^{N}\frac{\Delta K_k}{1+s/\lambda_k},\qquad K_\infty=1-3a_N\varepsilon_{N+1}\sum_kv_{kN}^2,$$
$$\Delta K_k=3a_Nv_{kN}^2\left(\varepsilon_{N+1}-\frac{\sigma_{N+1}}{\lambda_k}\right).\tag{4}$$

Within this model there are at most $N$ Debye terms, with real, positive relaxation times. After a field is switched on at time zero, each term grows as $\Delta K_k(1-e^{-\lambda_kt})$.

Equation (4) also fixes the signs. A visible mode faster than the medium's bulk rate raises the low-frequency value of $K$; a slower one lowers it, and can make it negative. In the two-layer sphere above the medium's rate is $6/3=2$ per second. Both modes are slower, and $K$ indeed falls from $153/1044$ at high frequency to $-440/1252$ at zero frequency.

The rates are bounded as well. Since $\lambda_k=\mathbf v_k^TG\mathbf v_k/\mathbf v_k^TC\mathbf v_k$, and each region enters both forms with the same non-negative weight, $\lambda_k$ is an average of the $\sigma_j/\varepsilon_j$. It lies between the smallest and the largest of them.

## When a relaxation is missing

A term is absent if $v_{kN}=0$ or if $\lambda_k$ equals the medium's bulk rate. Equal rates would also merge two terms into one.

The matrix $G-\lambda C$ couples only neighbouring interfaces. The coupling through a shell is $-3a^2b^2(\sigma-\lambda\varepsilon)/D$, which vanishes only at that shell's own bulk rate. Suppose $\lambda_k$ equals no shell's rate. If $v_{kN}=0$, the last row of $(G-\lambda_kC)\mathbf v_k=0$ forces $v_{k,N-1}=0$. The row above forces the next component to vanish, and so on until $\mathbf v_k=0$, which is impossible. Nor can the rate be repeated, since two independent vectors could be combined into one with a vanishing last component.

So there are exactly $N$ terms if no mode rate equals the bulk rate of a shell or of the medium. This is the generic case, and there are two ways out of it.

The first is a matched interface. If regions $j$ and $j+1$ share the bulk rate $\lambda_0$, both drop out of $G-\lambda_0C$. Row and column $j$ are then empty, and $\mathbf e_j$ is a mode. For $j<N$ its last component is zero; for $j=N$ the bracket in (4) is zero. Either way it does not appear in the dipole.

The second is an accident that needs no matched interface. Take radii 1, 2, 3 with layers $(2,11)$, $(3,1)$, $(4,8)$ and medium $(2,1)$, in the units used before. The bulk rates $11/2$, $1/3$, $2$ and $1/2$ all differ. At $s=-2$ the third layer has $\kappa_3=4-8/2=0$ and passes no total current. The inner two layers have $\kappa_1=-3.5$ and $\kappa_2=2.5$, so the factor $10\kappa_1+14\kappa_2$ in $Y$ is zero as well. They can sustain a potential without sending current outward. This mode decays at 2 per second with $v_{k3}=0$, and the dipole has two poles. Raising the third conductivity from 8 to 9 restores the third.

## A coated particle in oil

The particle of the opening has this structure:

| region | outer radius (µm) | $\varepsilon/\varepsilon_0$ | $\sigma$ (S/m) | $\sigma/\varepsilon$ (s⁻¹) |
|---|---|---|---|---|
| core | 30 | 4 | $10^{-6}$ | 28 000 |
| shell | 45 | 10 | $10^{-8}$ | 113 |
| coat | 47.5 | 3 | $10^{-10}$ | 3.8 |
| oil | – | 2.7 | $10^{-12}$ | 0.042 |

The volume shares are $t=1-(30/45)^3=0.7037$ for the shell and $1-(45/47.5)^3=0.1497$ for the coat. At high frequency the recursion, in units of $\varepsilon_0$, gives

$$X_2=10\,\frac{1.5926\cdot4+1.4074\cdot10}{0.7037\cdot4+2.2963\cdot10}=7.931,$$
$$X_3=3\,\frac{2.7005\cdot7.931+0.2995\cdot3}{0.1497\cdot7.931+2.8503\cdot3}=6.875,$$

and $K_\infty=(6.875-2.7)/(6.875+5.4)=0.340$. The same steps with conductivities give $K=0.998$ at zero frequency, close to the value 1 of a perfect conductor.

Solving the $3\times3$ eigenvalue problem numerically gives the modes:

| $\lambda_k$ (s⁻¹) | $\lambda_k/2\pi$ (Hz) | $\Delta K_k$ |
|---|---|---|
| 3.42 | 0.545 | 0.136 |
| 90.9 | 14.5 | 0.250 |
| 6520 | 1040 | 0.272 |

The strengths and $K_\infty$ add up to 0.998, as they must. In a field of 0.001 MV/cm the dipole in this model grows from $1.10\times10^{-18}$ C m at high frequency to $3.21\times10^{-18}$ C m at zero frequency.

Does each mode belong to one interface? The free charge density $q_j\cos\theta$ at an interface is the jump in $\varepsilon E_r$, so in a mode $q_j=(C\mathbf v_k)_j/a_j^2$. Its dipole moment is proportional to $a_j^3q_j$. Comparing magnitudes, the fastest mode has 99% of this moment at the core surface. The slowest has 46% at the inner and 54% at the outer face of the coat. The middle one has 31% at the core surface and 69% at the next interface. The number of modes follows the interfaces, but a mode may be shared.

The loss is

$$-\operatorname{Im}K=\sum_k\Delta K_k\frac{\omega/\lambda_k}{1+(\omega/\lambda_k)^2}.$$

Each term peaks at $\omega=\lambda_k$ with height $\Delta K_k/2$. The slowest peak lies at 0.65 Hz rather than 0.545 Hz because the faster terms are still rising there. This is the loss of the dipole alone. The measured loss of a suspension also contains the steady conduction of the oil, which can hide the slowest peak unless it is subtracted.

With the coat at $10^{-9}$ S/m the rates are 33.9, 92.3 and 6530 s⁻¹, with strengths 0.166, 0.221 and 0.272. The first two differ by a factor of only 2.7, and their broad peaks merge into one at 10 Hz. That is the missing peak of the opening; no relaxation has gone.

Return to the original coat and raise the oil to $10^{-9}$ S/m instead. Its bulk rate becomes 41.8 s⁻¹. The mode at 7.0 s⁻¹ is slower than this and has strength $-0.586$; those at 98 and 6530 s⁻¹ are faster and have strengths 0.155 and 0.271. The signs follow (4).

## How far the model carries

The parameters are illustrative, not measured. They are meant to resemble moist, coated oxide particles in silicone oil, the kind of suspension used as an electrorheological fluid. Moisture can change the conductivities greatly, and the rates with them. Such fluids are usually driven at 0.01 MV/cm or more, at least ten times the field used here, and their particles form chains. The following estimates show which assumptions suffer.

**Field strength.** At the pole of the particle the oil field reaches $(1+2K)E_0\approx3E_0$, about 3% of a rough breakdown strength of 0.1 MV/cm. Fields also help ion pairs to dissociate. For a weakly dissociated liquid, Onsager's theory multiplies $\sigma$ by $\sqrt{I_1(\sqrt{8b})/\sqrt{2b}}$, where $I_1$ is a modified Bessel function and $b=e^3E/(8\pi\varepsilon k_B^2T^2)$. At 298 K and the largest local polar fields, this is a gain of about 5% in the coat and 6% in the oil. At 0.01 MV/cm the gains are about 50% and 70%, and constant conductivities are no longer a fair assumption. Using the formula for a solid coat is itself a rough step.

**Diffusion.** During the time $\varepsilon/\sigma$ ions diffuse about $\sqrt{\varepsilon D/\sigma}$. With a rough $D=10^{-11}$ m²/s this is 15 µm in the oil, a third of the particle radius, so the oil's charge is not confined to a thin surface layer. Near the slowest peak this matters little: removing the oil's conductivity altogether changes the slowest rate by 0.1% and its strength by 1.3%. Diffusion inside the particle matters more. With rough values of $10^{-10}$, $10^{-11}$ and $10^{-13}$ m²/s in core, shell and coat, and ions that cross no interface, the slowest peak moves from 0.65 to about 0.7 Hz and loses about a tenth of its height. This depends strongly on the rough value in the coat: with a diffusivity ten times smaller the peak lies at 0.63 Hz and loses 3%, and with one ten times larger it is no longer a separate maximum. At zero frequency the diffuse charge in the oil can matter a great deal. The value $K=0.998$ assumes that charge passes freely between oil and coat. If ions cannot cross, the steady current flows around the particle as around an insulator, and (2), written for conductivities with $X_N=0$, gives $K=-1/2$. For this oil the change sets in just below 0.01 Hz, far below the slowest peak. All these figures for blocked ions come from linear theory with singly charged ions of equal mobility, and they need the ion densities to change only slightly. At 0.001 MV/cm they do not: $E_0a_N$ is about 185 times $k_BT/e$, and the linear solution asks for relative density changes of 1 to 2 inside the particle and 16 in the oil near the slowest peak, and about 270 in the oil at zero frequency. An oil ion also drifts across one radius in about 1.2 s, well within $\varepsilon/\sigma=24$ s. The figures hold for fields of order $10^{-5}$ MV/cm or less near the peak and $10^{-6}$ MV/cm or less at zero frequency; at the field used here blocked ions respond nonlinearly.

**Surface conduction.** Let a skin of thickness $d\to0$ have a fixed surface conductance $g=\sigma d$. In (1), written for conductivities, $t\to3d/a_N$, and the skin adds $2g/a_N$ to the particle's effective conductivity. A conductance of $4\times10^{-14}$ S would double its zero-frequency value. A damp surface could thus matter for the slowest relaxation.

**Neighbours.** At low frequency, a second particle on the field axis, four radii away between centres, adds a field of about $2K/4^3$, or 3% of $E_0$, at the centre of the first and $2K/3^3$, or 7%, at its near face. In a chain of touching particles the single-sphere result does not apply.

**Temperature.** If all conductivities share an activation energy of 0.5 eV, a rough value, warming by 10 K multiplies every rate by 1.9. The strengths stay the same, since $G$ is merely rescaled. If the layers have different activation energies, the rates shift relative to one another, and peaks may merge or separate.
